# The Urbach Slope from Frozen Site Disorder and Zero-Point Motion

## Problem

A Frenkel exciton moves on a periodic square lattice of $N$ sites,

$$H=-t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big)+\sum_i v_i|i\rangle\langle i| ,\qquad v_i=\gamma q_i .$$

Each site carries its own oscillator, $\hbar\omega(p_i^2+q_i^2)/2$, with dimensionless $p_i,q_i$. The algebra is in atomic units; $\hbar$ is kept in $\hbar\omega$ to mark it as an energy. With the exciton held on one site, $\hbar\omega q^2/2+\gamma q$ has its minimum at $q=-\gamma/\hbar\omega$, with value $-\gamma^2/2\hbar\omega$. The relaxation energy is therefore $E_{LR}=\gamma^2/2\hbar\omega$.

Light excites the uniform superposition of sites. If the lattice is frozen during absorption, the phonon energy cancels between initial and final state, and

$$A(E)=\frac1N\Big\langle\sum_n\Big|\sum_i\psi_n(i)\Big|^2\delta(E-E_n)\Big\rangle ,$$

averaged over the thermal distribution of the $v_i$ before absorption. Energies are counted from the site excitation energy of the undisplaced lattice, so the clean band bottom is $-4t$. Let $\varepsilon=-4t-E$ be the depth below it.

Take $t=0.1$ eV, $E_{LR}=0.4$ eV and $\hbar\omega=0.015$ eV.

(a) Find the slope of $\ln A$ in the tail, written as $\sigma/kT$, and how $\sigma$ depends on temperature.

(b) Simulate the tail between 50 and 300 K and compare.

(c) Decide when the frozen lattice may be trusted.

## A tempting solution

Equipartition gives $\hbar\omega\langle q^2\rangle/2=kT/2$, so the site energies have variance

$$D^2=\gamma^2\frac{kT}{\hbar\omega}=2E_{LR}kT .$$

A deep level needs an improbable fluctuation, whose Gaussian probability has an exponent proportional to $1/D^2$. The slope is then proportional to $1/kT$, and $\sigma$ is a constant.

A simulation at 300 K, described below, gives $\sigma=1.075$. At 50 K, where $kT=0.00431$ eV, the slope should be $1.075/0.00431\approx249$ per eV. The simulation at 50 K gives 112 per eV.

## Where it fails

The exponent does scale as $1/D^2$ to leading order. The fault is equipartition. At 50 K, $kT$ is less than a third of $\hbar\omega$, and an oscillator that is nearly in its ground state still has a spread of positions.

At 50 K the classical variance is $2(0.4)(0.00431)=0.00345$ eV$^2$, while the correct one, derived next, is $(0.0799)^2=0.00638$ eV$^2$, larger by 1.85. At 300 K the two differ by a factor of 1.03. This accounts for a factor $1.85/1.03\approx1.8$ of the discrepancy $249/112\approx2.2$. The remaining factor of about 1.24 comes from corrections to the leading exponent.

## Solution

### The distribution of site energies

Let $n=1/(e^{\hbar\omega/kT}-1)$. The thermal oscillator state is a mixture of coherent states,

$$\rho=\int\frac{d^2\alpha}{\pi n}\,e^{-|\alpha|^2/n}|\alpha\rangle\langle\alpha| .$$

To see this, take number-state matrix elements. The integral over the phase of $\alpha$ removes the off-diagonal ones. With $u=|\alpha|^2$ the diagonal ones are

$$\frac1n\int_0^\infty du\,\frac{u^m}{m!}e^{-u(1+1/n)}=\frac{n^m}{(n+1)^{m+1}},$$

which are the Boltzmann probabilities, because $n/(n+1)=e^{-\hbar\omega/kT}$.

A coherent state has a Gaussian position density of variance $\tfrac12$ centred at $\sqrt2\,{\rm Re}\,\alpha$. The real part of $\alpha$ has variance $n/2$, so the centres have variance $n$. Two Gaussians convolve to a Gaussian with

$$\langle q^2\rangle=n+\tfrac12=\tfrac12\coth\frac{\hbar\omega}{2kT}.$$

Since $\gamma^2=2E_{LR}\hbar\omega$,

$$D^2=E_{LR}\hbar\omega\coth\frac{\hbar\omega}{2kT}.$$

For $kT\gg\hbar\omega$ this returns $2E_{LR}kT$. For $T\to0$ it stays at $E_{LR}\hbar\omega$, here $(0.077\ {\rm eV})^2$. In the frozen model, temperature enters $A(E)$ through $D$ alone.

### The cheapest well

The probability density of a configuration is proportional to $\exp(-\sum_iv_i^2/2D^2)$. For weak disorder, the tail at energy $E$ is dominated by the configuration that minimizes $S=\frac12\sum_iv_i^2$ while its lowest level $E_0$ equals $E$.

First-order perturbation theory gives $\partial E_0/\partial v_i=\psi_i^2$, with $\psi$ real and normalized. Making $S+\lambda(E_0-E)$ stationary gives

$$v_i=-\lambda\psi_i^2,\qquad -t\sum_{j\,{\rm next\ to}\,i}\psi_j-\lambda\psi_i^3=E\psi_i .$$

The multiplier is the slope of the cost:

$$dS=\sum_iv_i\,dv_i=-\lambda\sum_i\psi_i^2dv_i=-\lambda\,dE=\lambda\,d\varepsilon .$$

Fluctuations around the well and the optical strength supply a prefactor $F$:

$$A\approx F(\varepsilon,D)\,e^{-S(\varepsilon)/D^2},\qquad -\frac{d\ln A}{d\varepsilon}=\frac{\lambda(\varepsilon)}{D^2}-\frac{\partial\ln F}{\partial\varepsilon}.$$

If $F$ is constant, an exact exponential needs a constant $\lambda$. For a shallow, broad well the lattice acts as a continuum. Writing $\sqrt\lambda\,\psi=\sqrt{\varepsilon/t}\,\sqrt t\,f(r\sqrt{\varepsilon/t})$, with $r$ in lattice spacings, removes $\varepsilon$ from the equation. The two-dimensional integral of the square then gives $\lambda=t\int f^2d^2x$, independent of $\varepsilon$. For a very deep well on one site, $\lambda\approx|E|=4t+\varepsilon$, which grows.

Solving the lattice equation by a normalized fixed-point iteration gives $\lambda=1.05$ eV at $\varepsilon=0.02$ eV, a minimum of 0.57 eV near 0.10 eV, and 0.81 eV at 0.40 eV. At the minimum the curvature of $S$ vanishes. To leading order, with $F$ taken as constant, the tail around it is close to exponential over a finite range.

### The temperature law

Over a window with mean slope $\bar\lambda$, leading order gives

$$\frac{\sigma}{kT}=\frac{\bar\lambda}{D^2}=\frac{\bar\lambda}{E_{LR}\hbar\omega}\tanh\frac{\hbar\omega}{2kT}.$$

Multiplying by $kT$ and separating the high-temperature value,

$$\boxed{\sigma(T)=\sigma_0\,\frac{2kT}{\hbar\omega}\tanh\frac{\hbar\omega}{2kT},\qquad \sigma_0=\frac{\bar\lambda}{2E_{LR}}}$$

For $kT\gg\hbar\omega$, $\tanh x\approx x$ and $\sigma\to\sigma_0$. For $T\to0$, the slope $\sigma/kT$ saturates at $2\sigma_0/\hbar\omega$. This answers (a) for the frozen lattice.

### The simulation

The fit window is $\varepsilon=0.18$ to 0.32 eV, deeper than one $D$ even at 300 K. A straight-line fit to $S$ there gives $\bar\lambda=0.668$ eV, hence a leading-order $\sigma_0=0.668/0.8=0.835$. The window lies beyond the minimum of $\lambda$, which rises across it from 0.61 to 0.73 eV, so $\sigma_0$ is an average that depends on the window chosen.

The simulation diagonalizes $H$ for 1500 disorder configurations per temperature on $8\times8$ sites. Two devices make the tail accessible.

First, write $v_i=u_i+c$ with $\sum_iu_i=0$. The uniform part $c$ is Gaussian with variance $D^2/N$ and shifts every level equally. Integrating over it replaces each delta function by a Gaussian of width $D/\sqrt N$. This is part of the disorder average, not an added broadening.

Second, each configuration has an 80% chance of being displaced by $m$, the cheapest well for $\varepsilon=0.25$ eV with its mean removed. Translation symmetry lets the well sit at one site while the sampling density counts all its translates $m_j$. The ratio of the true density to the sampling density is the weight

$$W=\Big[0.2+\frac{0.8}{N}\sum_j e^{(m_j\cdot u-|m|^2/2)/D^2}\Big]^{-1}.$$

Straight-line fits to $\ln A$ give:

| $T$ (K) | $D$ (eV) | slope (1/eV) | $\sigma$, simulated | $\sigma$, law |
|---|---|---|---|---|
| 50 | 0.080 | 112.1 ± 0.4 | 0.48 | 0.53 |
| 100 | 0.092 | 84.5 ± 0.7 | 0.73 | 0.79 |
| 200 | 0.121 | 55.2 ± 1.0 | 0.95 | 0.92 |
| 300 | 0.146 | 41.6 ± 0.9 | 1.08 | 0.95 |

The law column uses $\sigma_0=0.98$, the mean over the four temperatures of slope$\,\times D^2/2E_{LR}$. At 50 K, for example, that quantity is $112.05(0.0799)^2/0.8=0.89$.

The fitted line falls by 6.8 decades at 50 K and 2.5 decades at 300 K. The rms departure of $\ln A$ from it is at most 0.08. At 300 K, a run on $11\times11$ sites with 600 configurations changes the slope by 2.2%, within its own statistical error of 2.5%. The tabulated slopes are good to a few percent, and the quoted errors may be low. Integrating exactly over the energy of the site at the centre of the well, which is much less noisy, gives 110.7, 84.5, 53.4 and 40.1 per eV, up to 4% lower, and nearly the same values on $12\times12$ sites at 50 and 300 K. These would put $\sigma$ at 300 K at 1.04, $\sigma_0$ at 0.96 and the largest deviation from the law at 11%; the conclusions below are unchanged.

The law reproduces the fall of $\sigma$ on cooling, but the simulated fall is steeper, with deviations up to 13% of the law. The product slope$\,\times D^2$ rises from 0.72 eV at 50 K to 0.88 eV at 300 K, above $\bar\lambda=0.67$ eV.

The optical strength explains part of this. Summing the well equation over sites, each site has four neighbours, so $-4t\sum\psi_i-\lambda\sum\psi_i^3=E\sum\psi_i$, or

$$\sum_i\psi_i=\frac{\lambda}{\varepsilon}\sum_i\psi_i^3 .$$

The strength $|\sum\psi_i|^2$ therefore has logarithmic derivative $-2/\varepsilon+2\lambda'/\lambda+2\,d\ln(\sum\psi_i^3)/d\varepsilon$. At $\varepsilon=0.25$ eV the numerical wells give $\lambda=0.667$ eV, $\lambda'=0.88$ and 1.73 per eV for the last term. The derivative is $-8.00+2.64+1.73\approx-3.6$ per eV. For the undisturbed well the tail is steeper by that amount, which would add about $3.6D^2\approx0.08$ eV to slope$\,\times D^2$ at 300 K. The simulated excess is 0.22 eV. Fluctuations around the well, which also change the optical strength, are not separated here.

### When the lattice is not frozen

Now let the phonons move, but keep the shape $\psi$ of the exciton fixed. Site $i$ then feels the force term $\gamma\psi_i^2q_i$ and has relaxation energy $E_{LR}\psi_i^4$. Consider one such oscillator with relaxation energy $E'$. Without its constant zero-point energy,

$$H_g=\hbar\omega a^\dagger a,\qquad H_e=\hbar\omega(a^\dagger+g)(a+g)-E',\qquad g^2=\frac{E'}{\hbar\omega}.$$

Let $w$ be the transition energy relative to the vertical one. The Laplace transform of the spectrum is $e^{K(s)}=\langle e^{sH_g}e^{-sH_e}\rangle$. With $R=e^{g(a-a^\dagger)}$ one has $RaR^{-1}=a+g$, so $H_e=RH_gR^{-1}-E'$. Setting $y=s\hbar\omega$ and using $e^{sH_g}ae^{-sH_g}=ae^{-y}$,

$$e^{sH_g}e^{-sH_e}=e^{sE'}e^{g(ae^{-y}-a^\dagger e^{y})}e^{-g(a-a^\dagger)} .$$

The commutator of the last two exponents is $g^2(e^{-y}-e^y)$; half of it enters when they are merged. The merged exponent is $\mu a+\nu a^\dagger$ with $\mu=g(e^{-y}-1)$ and $\nu=-g(e^y-1)$. The coherent-state mixture gives $\langle e^{\mu a+\nu a^\dagger}\rangle=e^{\mu\nu(n+1/2)}$: a factor $e^{\mu\nu/2}$ from ordering and $e^{\mu\nu n}$ from the average over $\alpha$. Since $\mu\nu=g^2(e^y+e^{-y}-2)$,

$$K(s)=sE'+g^2\big[n(e^y-1)+(n+1)(e^{-y}-1)\big].$$

In the tail at $w=-\delta$, the saddle point gives $\ln A\approx K(s)-s\delta$ with $K'(s)=\delta$, so $s$ is the slope. With a single phonon energy and a fixed shape the spectrum is a series of lines $\hbar\omega$ apart, and $s$ describes their envelope. For several sites the $K$ functions add. The cheapest well has $\delta=-\sum_i\psi_i^2v_i=\lambda\sum_i\psi_i^4$, and the total relaxation energy is $E_{LR}\sum_i\psi_i^4$. Their ratio is $\lambda/E_{LR}=2\sigma_0$, hence

$$2\sigma_0=1+ne^y-(n+1)e^{-y}.$$

The frozen result is $y_0=2\sigma_0\tau$, with $\tau=\tanh(\hbar\omega/2kT)=1/(2n+1)$. Expanding the condition to third order gives $2\sigma_0=y/\tau-y^2/2+y^3/(6\tau)$. Solving for $y$ and inserting $y_0$ in the small terms,

$$\frac{y}{y_0}-1\approx\frac{\tau y_0}{2}-\frac{y_0^2}{6}=\sigma_0\Big(1-\frac{2\sigma_0}{3}\Big)\tau^2 .$$

At 300 K this is 2.7% of the frozen slope for $\sigma_0=0.98$ and about 3% for $\sigma_0=0.835$. On cooling there are different outcomes:

- For $\sigma_0<\tfrac12$, $ne^y\to0$ and $y\to-\ln(1-2\sigma_0)$. The slope saturates, but above the frozen value $2\sigma_0$. For $\sigma_0=0.1$ the excess is 12%.
- For $\sigma_0=1$, $e^y=(n+1)/n$ solves the condition. Then $s=1/kT$ at every temperature.
- For $\sigma_0>\tfrac12$, $ne^y\to2\sigma_0-1$ and $\sigma\to1+(kT/\hbar\omega)\ln(2\sigma_0-1)$. The slope does not saturate.

With the simulated $\sigma_0=0.98$, the moving-phonon condition gives $\sigma$ between 0.98 and 0.99 at all four temperatures, against 0.53 from the frozen law at 50 K. The near-constant $\sigma$ of the tempting solution returns, but because $\sigma_0$ is close to one, not because equipartition holds. With the leading-order $\sigma_0=0.835$, the cold formula gives about 0.9 at 50 K.

An energy argument points the same way. The lattice energy of a configuration is $\sum_i\hbar\omega q_i^2/2=\sum_iv_i^2/4E_{LR}$. Making this plus $E_0$ stationary gives $v_i=-2E_{LR}\psi_i^2$, which is the well equation with $\lambda=2E_{LR}$. Two depths satisfy it, one on each side of the minimum of $\lambda$; the relaxed state is the deeper one, near $\varepsilon=0.39$ eV. Its total energy lies 0.053 eV below the band bottom, leaving out the change of phonon zero-point energy. At zero temperature a photon must supply at least the lowest relaxed energy. By this estimate the whole fit window is then dark, although the frozen model gives it a tail.

So for (c): within the fixed-shape estimate, and for $\sigma_0$ of order one or less, freezing the lattice changes the slope little when $\tau^2\ll1$, that is, for $kT$ well above $\hbar\omega/2$. In the cold, where $\tau\to1$, the slope comes close to the frozen saturation value $2\sigma_0/\hbar\omega$ only if $2\sigma_0\ll1$.

### Beside real crystals

The parameters are illustrative and not fitted to any material. Most real crystals are three-dimensional and have a spectrum of phonon energies, so the numbers here are not predictions for any of them. In the cold the frozen lattice is a serious assumption: releasing it at fixed exciton shape raises $\sigma$ at 50 K from about 0.5 to about 0.9 with the leading-order $\sigma_0$ (from 0.83 to 0.95 across the window, using the local $\lambda$), and to nearly 1.0 with the simulated $\sigma_0$, which contains prefactor effects that the fixed-shape condition leaves out. How far a changing exciton shape would alter that figure is not worked out here. What a tanh fit can show depends on $\sigma_0$. For $\sigma_0<\tfrac12$ the moving-phonon slope also saturates in the cold, and a tanh law with an adjusted $\hbar\omega$ matches both its cold and its hot limit. There a good fit does not by itself show that the lattice is frozen during absorption. For $\sigma_0>\tfrac12$ the fixed-shape estimate gives $\sigma\to1$ as $T\to0$, while a tanh law with nonzero $\hbar\omega$ gives $\sigma\to0$. Over a limited temperature range the two can still look alike: for $\sigma_0=0.98$ the moving-phonon $\sigma$ is nearly constant between 50 and 300 K, and so is a tanh law with a very small adjusted $\hbar\omega$.
